\section*{Disturb-voltage bound for unselected cells in a chain ferroelectric memory}

\section{What scaling and symmetry allow}

In a chain ferroelectric memory each cell is a ferroelectric capacitor with a transistor in parallel, and the cells are connected in series. The transistor of the selected cell is off. Those of the unselected cells are on and should keep their capacitors shorted. The current that writes the selected cell nevertheless passes through every unselected cell and produces a disturb voltage there.

Let $v$ be the voltage of one unselected cell, $I$ the current entering its positive terminal, $C$ its differential capacitance and $r$ the resistance of its transistor. With all signs referred to the same terminal, Kirchhoff's current law reads
\begin{equation}
C\,\frac{dv}{dt}=I-\frac{v}{r}.
\label{kcl}
\end{equation}
Suppose that the cell starts at $v=0$ and that $|I|\le I_p$, $0<r\le R_{\rm on}$ and $C\ge 0$. Choose any time unit $\tau$ and set
\[
v=R_{\rm on}I_p\,x,\quad I=I_p\,j,\quad t=\tau s,\quad
r=R_{\rm on}\rho,\quad C=\frac{\tau c}{R_{\rm on}} .
\]
The left side of (\ref{kcl}) becomes $I_p\,c\,dx/ds$ and the right side $I_p(j-x/\rho)$. Division by $I_p$ gives
\begin{equation}
c\,\frac{dx}{ds}=j-\frac{x}{\rho},\qquad |j|\le1,\quad 0<\rho\le1,\quad c\ge0 .
\end{equation}
No parameter is left in these conditions. A particular ferroelectric has its own voltage scale, the coercive voltage, but a bound that holds for every nonnegative $C$ cannot contain it. The best such bound must therefore be $|v|\le k\,R_{\rm on}I_p$, with $k$ a pure number. It is two-sided because reversing the signs of $v$ and $I$ maps the set of allowed problems onto itself.

A constant current through a constant resistance $R_{\rm on}$ drives $v$ towards $R_{\rm on}I_p$, so $k\ge1$. It remains to prove that $k=1$.

\section{Statement and assumptions}

Let $v(0)=0$, and let $I_p$ be the largest $|I|$ up to the time considered. Then
\begin{equation}
|v(t)|\le V_*,\qquad V_*=R_{\rm on}I_p .
\label{bound}
\end{equation}
The assumptions are as follows.
\begin{enumerate}
\item The capacitor charge obeys $dQ/dt=C\,dv/dt$ with finite $C\ge0$. The value of $C$ may depend on voltage, time and history, so hysteresis is allowed.
\item The resistance $r=v/i_T$ is the chord resistance of the transistor, with $i_T$ its current, and $R_{\rm on}$ bounds it throughout the pulse.
\item $I$ is the current of the cell itself. It equals the common string current if the capacitance from the internal nodes to ground is negligible.
\item $v$ is absolutely continuous: it is the integral of its derivative, which exists at almost every time.
\end{enumerate}
``Initially shorted'' means zero voltage. The stored polarization may have either sign, since only changes of charge enter (\ref{kcl}).

\section{Proof}

Suppose that $|v(t_1)|>V_*$ at some time $t_1$. Since $|v|$ is continuous and starts at zero, there is a last earlier time $t_0$ at which $|v(t_0)|=V_*$. On $(t_0,t_1]$ we have $|v|>V_*\ge0$, so $v$ keeps one sign there. Multiplying (\ref{kcl}) by that sign gives, at almost every time in the interval,
\begin{align}
C\,\frac{d|v|}{dt}
&=\operatorname{sgn}(v)\,I-\frac{|v|}{r}\nonumber\\
&\le I_p-\frac{|v|}{R_{\rm on}}<0 .
\label{key}
\end{align}
The first inequality uses $\operatorname{sgn}(v)I\le I_p$ and $1/r\ge1/R_{\rm on}$. The second uses $|v|>R_{\rm on}I_p$.

The product of $C$ and $d|v|/dt$ is thus negative. Since $C\ge0$, this requires $C>0$ and $d|v|/dt<0$. Integration from $t_0$ to $t_1$ gives
\[
|v(t_1)|=V_*+\int_{t_0}^{t_1}\frac{d|v|}{dt}\,dt<V_* ,
\]
which contradicts the assumption and proves (\ref{bound}).

Physically, above $V_*$ the transistor removes more current than the string can supply. The capacitor must then discharge, and with nonnegative differential capacitance a discharge lowers the voltage. Instants with $C=0$ cause no difficulty: there (\ref{kcl}) gives $v=rI$, which obeys the bound.

If the cell does not start at zero, the same argument with $V_*$ replaced by $\max(|v(0)|,V_*)$ shows that this larger value is not exceeded.

\section{Short and long pulses}

If $C\ge C_{\min}>0$, the capacitor needs time to charge and the bound can be sharpened. Where $v\neq0$, equation (\ref{kcl}) gives
\[
\frac{d|v|}{dt}\le\frac{I_p-|v|/R_{\rm on}}{C}
\le\frac{I_p-|v|/R_{\rm on}}{C_{\min}} .
\]
The second step is allowed because the numerator is nonnegative by (\ref{bound}). At almost every time with $v=0$ the derivative of $|v|$ vanishes, and the inequality holds as well. Define $w=V_*-|v|$. Then $dw/dt\ge-w/(R_{\rm on}C_{\min})$, and therefore
\[
\frac{d}{dt}\left[w\,e^{t/(R_{\rm on}C_{\min})}\right]\ge0 .
\]
Since $w(0)=V_*$, it follows that $w\ge V_*e^{-t/(R_{\rm on}C_{\min})}$, or
\begin{equation}
|v(t)|\le R_{\rm on}I_p\left[1-e^{-t/(R_{\rm on}C_{\min})}\right].
\label{timebound}
\end{equation}
For constant $I$, $r=R_{\rm on}$ and $C=C_{\min}$ the right side is the solution itself, so the inequality cannot be improved under these assumptions.

For short times, $1-e^{-y}\le y$ gives $|v|\le I_pt/C_{\min}$: the capacitor limits the voltage and the resistance drops out. For long times the bracket tends to one and the transistor sets the limit.

In a test with 40 random currents and with varying $C$ and $r$, every run obeyed (\ref{timebound}), and the largest $|v|/(R_{\rm on}I_p)$ was 0.9996. With constant current the ratio after eight time constants was 0.99966, in agreement with $1-e^{-8}$.

\section{Where the bound fails}

\subsection{Negative differential capacitance}

Let $C=-C_0$ with $C_0>0$, and let $I>0$ and $r=R$ be constant. Equation (\ref{kcl}) becomes
\[
\frac{dv}{dt}=\frac{v-RI}{RC_0}.
\]
The difference $v-RI$ starts at $-RI$ and grows exponentially, so
\begin{equation}
v=RI\left[1-e^{t/(RC_0)}\right].
\end{equation}
The voltage runs away with the sign opposite to that of the current. Its magnitude passes $RI$ when $e^{t/(RC_0)}=2$, that is at $t=RC_0\ln2$. At $t=2RC_0$ it is $e^2-1=6.39$ times $RI$. Numerical integration gave the same factor. The condition $C\ge0$ therefore cannot simply be dropped.

\subsection{Charge that relaxes at fixed voltage}

Domains may continue to switch while $v$ is constant. The charge then obeys $dQ/dt=C\,dv/dt+J$, and
\begin{equation}
C\,\frac{dv}{dt}=I-J-\frac{v}{r}.
\end{equation}
If $J$ has the sign of $v$, it adds the nonpositive term $-|J|$ to the first line of (\ref{key}), and the bound survives. Delayed switching in the direction of the applied voltage is of this kind.

Back-switching can have the opposite sign. The capacitor then acts as a source, and the proof applies with $I-J$ in place of $I$:
\begin{equation}
|v|\le R_{\rm on}\,\sup|I-J| .
\end{equation}
For constant $I$ and $J=-0.2I$, integration over eight time constants gave $|v|=1.1996\,RI$, above the original bound and below the corrected one, $1.2\,RI$.

\section{Which on-resistance to use}

Let $u_{\rm high}$ and $u_{\rm low}$ be the potentials of the two cell terminals, with $v=u_{\rm high}-u_{\rm low}$. These names refer to the positive direction of $v$; when $v<0$ their order is reversed. In the gradual-channel model, with gate potential $V_G$, threshold $V_T$ and gain factor $\beta$, the transistor current is
\begin{align}
i_T&=\beta\int_{u_{\rm low}}^{u_{\rm high}}(V_G-V_T-u)\,du\nonumber\\
&=\beta v\left[V_G-V_T-\frac{u_{\rm high}+u_{\rm low}}{2}\right],
\end{align}
because $u_{\rm high}^2-u_{\rm low}^2=v(u_{\rm high}+u_{\rm low})$. The square bracket times $\beta$ is $1/r$. The conductance falls as the cell rises in potential.

Let $u_{\max}$ be an upper limit on all node potentials, and let $W=V_G-V_T-u_{\max}>0$. The mean potential of the cell is at most $u_{\max}$, so
\begin{equation}
\frac1r\ge\beta W,\qquad R_{\rm on}=\frac{1}{\beta W}.
\label{ron}
\end{equation}
The threshold rises with source potential through the body effect. Taking $V_T$ at the highest source potential keeps (\ref{ron}) on the safe side.

A sharper bound follows from the shape of the characteristic. Let $u_+$ be the higher of the two terminal potentials. The mean is $u_+-|v|/2$, hence
\[
|i_T|=\beta|v|\left[V_G-V_T-u_++\frac{|v|}{2}\right]
\ge\beta\left(W|v|+\frac{v^2}{2}\right).
\]
The right side exceeds $I_p$ as soon as $|v|$ exceeds the positive root of $v^2+2Wv-2I_p/\beta=0$. The capacitor must then discharge, and the earlier proof gives
\begin{equation}
|v|\le V_\#=\sqrt{W^2+\frac{2I_p}{\beta}}-W .
\label{sharp}
\end{equation}
For $I_p\ll\beta W^2$ the expansion of the root is
\[
V_\#\simeq R_{\rm on}I_p\left(1-\frac{I_p}{2\beta W^2}\right),
\]
which returns the simple bound at small current.

\section{Worked example: a string of eight cells}

\subsection{Model}

Each capacitor has a 10 nm film, an area of $0.10\;\mu{\rm m}^2$, a relative permittivity of 30 and a coercive voltage of 1.0 V. The selected cell is next to the grounded bit line, so the unselected cells lie on the high-potential side. The plate is pulsed to 2.5 V through a driver resistance of 5.0 k$\Omega$. Unselected cells store alternating polarizations.

The hysteresis is a weighted sum of play operators. An operator with threshold $a$ has a memory variable $p$ confined to $v-a\le p\le v+a$. This variable stands still inside the interval and is carried along with $v$ at an edge. The polarization is
\[
P=P_s\sum_a w_a\tanh\frac{p_a}{b},\qquad w_a>0,\quad \sum_a w_a=1,
\]
where $b>0$ is a voltage width. With area $A$ and thickness $d$,
\begin{equation}
C=A\left[\frac{\varepsilon_0\varepsilon_r}{d}
+\frac{P_s}{b}\sum_{\rm moving}\frac{w_a}{\cosh^2(p_a/b)}\right]>0 .
\end{equation}
The assumption on $C$ thus holds on every branch, including minor loops. The first term, 2.66 fF, can serve as $C_{\min}$.

\subsection{The bound in numbers}

With $V_G=4.6$ V and $V_T=1.069$ V at the highest potential,
\[
W=4.6-1.069-2.5=1.031\ {\rm V}.
\]
For $\beta=0.2014$ mA/V$^2$, equation (\ref{ron}) gives $R_{\rm on}=4.815$ k$\Omega$. With a 2 ns plate edge the computed peak current is $37.63\;\mu$A, and
\[
R_{\rm on}I_p=4.815\ {\rm k}\Omega\times37.63\ \mu{\rm A}=181\ {\rm mV}.
\]
The sharper bound is
\[
V_\#=\sqrt{1.031^2+\frac{2\times37.63}{201.4}}\ {\rm V}-1.031\ {\rm V}=168\ {\rm mV}.
\]
The largest disturb voltage in the simulated string was 117 mV, or 65\% of the simple bound.

Part of the margin arises because the bound multiplies the largest resistance by the largest current, and these do not coincide. The largest chord resistance found, for $|v|>1$ mV, was 4.808 k$\Omega$. By the conductance formula the mean potential of that cell was then within about 2 mV of 2.5 V. No node exceeded 2.5 V, so $|v|/2$ was at most about 2 mV and the transistor carried less than $1\;\mu$A.

The simulation uses the threshold of 1.069 V in every cell. With this same threshold, a resistance rated with the cell at ground, $1/[\beta(V_G-V_T)]=1.406$ k$\Omega$, would give 53 mV. The simulated voltage is more than twice that, so this resistance does not provide a bound.

\subsection{A faster edge}

With only the plate edges shortened to 0.1 ns, the peak current rises to $100\;\mu$A. The voltage across the driver at peak current is then $5.0\ {\rm k}\Omega\times100\ \mu{\rm A}=0.50$ V, against 0.19 V before: the plate runs further ahead of the string. The disturb voltage reaches 265 mV, with a simple bound of 482 mV and a sharper bound of 403 mV.

The time factor in (\ref{timebound}) gives little relief. Its time constant is $4.815\ {\rm k}\Omega\times2.66\ {\rm fF}=12.8$ ps, so after 0.1 ns the bracket already exceeds 0.999.

In both runs the selected cell, whose model polarization follows the voltage without delay, switched completely. The largest polarization change left in an unselected cell was 0.30\% of $2P_r$ for the slow edge and 1.2\% for the fast one, where $P_r$ is the remanent polarization. A bound on voltage is therefore not a promise of zero disturbance. In this model a cell with $p_a=-a$ sits at an edge of the play interval, and any positive $v$ moves it. When $v$ returns to zero, the shifted $p_a$ still lies inside the interval and stays where it is.

\section{Comparison with real devices}

The thickness, the coercive field of 1 MV/cm and the remanent polarization of about $20\;\mu{\rm C/cm}^2$ are rough typical values for hafnium zirconium oxide films. The model loop is squarer than usual, with $P_r/P_s=0.995$; real loops are often more tilted, so the small polarization losses above should not be transferred to a device. The film field of 2.5 MV/cm is a strong write field with limited room before breakdown, and the 4.6 V gate requires a thick-oxide transistor. The assumption of a common string current is only approximate. A 1 fF node following the 2 ns edge takes $1.25\;\mu$A on average. Seven such nodes would take about $9\;\mu$A, all supplied through the cell nearest the plate. If the other currents stayed fixed, the bound for that cell would rise from 181 to about 220 mV. With such nodes included in the string, and the unselected capacitors taken as linear, the bound comes out near 210 mV and the disturb voltage rises from 117 to about 145 mV. For the 0.1 ns edge the common-current assumption is poor: the same nodes raise the current into that cell by about 40\% and its voltage by about 25\%.

Other corrections can be sized for the slow edge. At $85\,^\circ$C, a mobility falling as $T^{-3/2}$ multiplies $R_{\rm on}$ by 1.30 relative to 300 K if the threshold is held fixed; a threshold falling by 1 to 2 mV/K would reduce this factor to between 1.23 and 1.17. If the carrier speed in a channel field $F$ is $\mu F/[1+\mu F/(2v_s)]$ until it reaches the saturation speed $v_s$, velocity saturation multiplies the resistance by $1+\mu|v|/(2v_sL)$, with mobility $\mu$ and channel length $L$. Other velocity laws give different factors. For $\mu=400\;{\rm cm}^2/({\rm V\,s})$, $v_s=10^5$ m/s and $L=0.4\;\mu$m, the factor at 181 mV is $1+0.181/2.0=1.09$. At the same current and fixed threshold the two together raise the 181 mV bound to about 260 mV. Back-switching of 5\% of $2P_r$ within 10 ns releases 2.0 fC, a current of $0.20\;\mu$A, and adds about 1 mV.

Slow switching under repeated disturbance is much less certain. Merz's law, $t_{\rm sw}=t_m\exp(E_a/E)$, with the rough inputs $t_m=0.1$ ns and $E_a=8$ MV/cm, gives about $10^9$ s at the slow-edge bound of 0.18 MV/cm. At the fast-edge bound of 0.48 MV/cm the same formula gives about 2 ms. Halving $E_a$ would reduce the first figure to below one second. These are extrapolations at a constant field, whereas the disturb peak is brief. They show that the number of tolerable pulses has to be determined separately from the voltage bound. The same inputs give about 300 ns at the coercive field and 2.5 ns at the write field, which is not fast compared with the pulse edges, whereas the play model switches without delay. If the selected cell instead switches at this Merz rate, the peak currents drop to roughly 11 and $47\;\mu$A for the slow and fast edges and about 97\% of $2P_r$ is switched in a 10 ns hold. The currents and voltages of the worked example therefore illustrate the bound and are not predictions for a device; the bound holds with whatever peak current the cell carries.

For a permitted disturb voltage $V_{\rm allow}$, the condition $I_p\le V_{\rm allow}/R_{\rm on}$ is sufficient if the differential capacitance is nonnegative, the cell starts shorted, its own peak current is used, $R_{\rm on}$ covers the highest node potential, the hottest operation and velocity saturation, and back-switching is negligible or included in $I_p$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
random single-cell runs: 40
largest |v|/(R Ip), random runs: 0.9996
|v|/(R I), constant current, t = 8 RC: 0.99966
negative C: crossing time/(R C0): 0.694
negative C: |v|/(R I) at t = 2 R C0: 6.389
back-switching J = -0.2 I: |v|/(R I): 1.1996
cells in string: 8
film thickness: 10 nm
capacitor area: 0.10 um2
relative permittivity: 30
saturation polarization: 20.0 uC/cm2
remanent polarization: 19.90 uC/cm2
coercive voltage: 1.000 V
linear capacitance: 2.66 fF
switching charge 2 Pr A: 39.8 fC
plate pulse: 2.5 V; gate: 4.6 V
driver resistance: 5.0 kohm
threshold at top potential: 1.069 V
gain factor beta: 0.2014 mA/V2
smallest overdrive W: 1.031 V
safe R_on: 4.815 kohm
ground-rated resistance: 1.406 kohm
2 ns edge: peak current 37.63 uA
2 ns edge: largest disturb voltage 117.3 mV
2 ns edge: bound R_on Ip 181.2 mV
2 ns edge: sharper transistor bound 167.6 mV
2 ns edge: ground-rated R Ip 52.9 mV (violated)
2 ns edge: largest chord resistance 4.808 kohm
2 ns edge: selected cell peak voltage 2.500 V
2 ns edge: selected cell switched 100.0 % of 2Pr
2 ns edge: worst unselected change 0.30 % of 2Pr
2 ns edge: charge balance error 0.032 % of 2PrA
0.1 ns edge: peak current 100.17 uA
0.1 ns edge: largest disturb voltage 264.9 mV
0.1 ns edge: bound R_on Ip 482.3 mV
0.1 ns edge: sharper transistor bound 403.4 mV
0.1 ns edge: ground-rated R Ip 140.8 mV (violated)
0.1 ns edge: largest chord resistance 4.808 kohm
0.1 ns edge: selected cell peak voltage 2.500 V
0.1 ns edge: selected cell switched 100.0 % of 2Pr
0.1 ns edge: worst unselected change 1.21 % of 2Pr
0.1 ns edge: charge balance error 0.052 % of 2PrA
85 C mobility factor on R_on: 1.304
velocity saturation factor on R_on: 1.091
bound with both factors, same current: 257.8 mV
current into 1 fF node, 2 ns edge: 1.25 uA
back-switching 5 % of 2Pr in 10 ns adds: 0.96 mV
film field at the bound: 0.181 MV/cm
Merz inputs: 8 MV/cm, 0.1 ns
log10(Merz switching time/s) at the bound: 9.2
selected film field: 2.50 MV/cm
largest gate oxide field: 3.83 MV/cm
\end{verbatim}
